# Surface Hopping Against Exact Packets and Landau–Zener at an Avoided Crossing: test program

```python
"""
Surface hopping on Tully's simple avoided crossing, atomic units (hbar = 1).
Result under test: fewest-switches hopping follows exact transmission well
above threshold, but misses tunnelling and resonant reflection; Landau-Zener
overestimates lower-state transmission at high momentum, where the exact value
approaches pi C^2 / [v^2 sqrt(D^2 + (A B / v)^2)].
A, B: height and inverse length of the diabats; C, D: height and inverse
squared length of the coupling; M: mass; k: incoming momentum; v: speed.
Result vectors: transmitted lower, transmitted upper, reflected lower,
reflected upper (adiabatic states).
"""
import numpy as np
from scipy import fft
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.stats import norm

A, B, C, D, M = 0.01, 1.6, 0.005, 1.0, 2000.0
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
K_BARRIER = np.sqrt(2 * M * (A - C))
K_WELL = np.sqrt(2 * M * (A + C))
K_UPPER = np.sqrt(4 * M * A)


def diabats(x):
    return (np.sign(x) * A * (1 - np.exp(-B * np.abs(x))),
            C * np.exp(-D * x * x))


def adiabats(x):
    """Half gap W, its slope, and <lower|d/dx upper>."""
    decay = np.exp(-B * np.abs(x))
    a = np.sign(x) * A * (1 - decay)
    da = A * B * decay
    c = C * np.exp(-D * x * x)
    dc = -2 * D * x * c
    w = np.sqrt(a * a + c * c)
    return w, (a * da + c * dc) / w, (a * dc - c * da) / (2 * w * w)


def scatter(k):
    """Exact stationary scattering by a two-channel Numerov linear system."""
    n = int(round(18 / min(0.01, 0.3 / k))) + 1
    x = np.linspace(-9, 9, n)
    h = x[1] - x[0]
    a, c = diabats(x)
    energy = k * k / (2 * M) - A
    f = h * h * 2 * M / 12
    t = np.array([[f * (energy - a), -f * c], [-f * c, f * (energy + a)]])
    band = np.zeros((7, 2 * n), complex)
    for r in range(2):
        for s in range(2):
            unit = float(r == s)
            band[1 + r - s, s::2] = unit + t[r, s]
            band[5 + r - s, s::2] = unit + t[r, s]
            band[3 + r - s, s::2] = 10 * t[r, s] - 2 * unit
    source = np.zeros(2 * n, complex)
    for s in range(2):
        for site in (0, n - 1):
            edge = t[s, s, site]
            cosine = (1 - 5 * edge) / (1 + edge)
            outgoing = cosine + 1j * np.sqrt(1 - cosine**2 + 0j)
            band[3, 2 * site + s] += (1 + edge) * outgoing
            if s == 0 and site == 0:
                source[0] = -(1 + edge) * (1 / outgoing - outgoing)
    psi = solve_banded((3, 3), band, source)
    ratio = np.sqrt(max(k * k - 4 * M * A, 0.0)) / k
    return np.array([abs(psi[-1])**2, ratio * abs(psi[-2])**2,
                     abs(psi[0] - 1)**2, ratio * abs(psi[1])**2])


def momentum_distribution(k):
    u = np.linspace(-4.5, 4.5, 241)
    weight = np.exp(-u * u / 2)
    return k * (1 + u / 20), weight / weight.sum()


def packet(k):
    """Exact split-operator packet; absorbed norm is sorted by exit channel."""
    n, length = 2048, 80.0
    x = (np.arange(n) - n // 2) * length / n
    p = 2 * np.pi * fft.fftfreq(n, length / n)
    sigma = 20 / k
    start = -5 - 2.5 * sigma
    psi = np.zeros((2, n), complex)
    psi[0] = np.exp(-((x - start) / sigma)**2 + 1j * k * x)
    psi /= np.sqrt(np.sum(np.abs(psi)**2))
    dt = 0.04 * M / k
    a, c = diabats(x)
    w = np.sqrt(a * a + c * c)
    right = x > 0

    def potential_factor(tau):
        co, si = np.cos(w * tau), np.sin(w * tau) / w
        return np.array([co - 1j * si * a, co + 1j * si * a]), -1j * si * c

    def sort_channels(density):
        return np.array([density[1, right].sum(), density[0, right].sum(),
                         density[0, ~right].sum(), density[1, ~right].sum()])

    diagonal, mixing = potential_factor(dt / 2)
    psi = diagonal * psi + mixing * psi[::-1]
    diagonal, mixing = potential_factor(dt)
    kinetic = np.exp(-1j * p * p * dt / (2 * M))
    mask = np.exp(-0.7 * np.clip((np.abs(x) - 30) / 10, 0, None)**2)
    result = np.zeros(4)
    for step in range(1, 6001):
        psi = fft.ifft(kinetic * fft.fft(psi))
        psi = diagonal * psi + mixing * psi[::-1]
        if step % 10 == 0:
            density = np.abs(psi)**2
            result += sort_channels(density * (1 - mask**2))
            psi *= mask
            if density.sum() < 2e-4:
                break
    return result + sort_channels(np.abs(psi)**2)


def electronic_step(lower, upper, w, tau, dt):
    """Exact step for constant half gap w and tau = speed times coupling."""
    omega = np.sqrt(w * w + tau * tau)
    co, si = np.cos(omega * dt), np.sin(omega * dt) / omega
    return ((co + 1j * si * w) * lower - si * tau * upper,
            (co - 1j * si * w) * upper + si * tau * lower)


def square(z):
    return z.real**2 + z.imag**2


def surface_hopping(centres, spreads, count, rng):
    groups = len(centres)
    g = np.repeat(np.arange(groups), count)
    p = rng.normal(np.asarray(centres)[g], np.asarray(spreads)[g])
    dt = 0.025 * M / p
    x = np.full(p.size, -6.0)
    s = np.full(p.size, -1.0)
    lower, upper = np.ones(p.size, complex), np.zeros(p.size, complex)
    w, slope, d = adiabats(x)
    energy = p * p / (2 * M) + s * w
    exits, population, drift = np.zeros((groups, 4)), np.zeros(groups), 0.0
    for _ in range(6000):
        p_half = p - 0.5 * dt * s * slope
        x = x + dt * p_half / M
        w_new, slope, d_new = adiabats(x)
        p_new = p_half - 0.5 * dt * s * slope
        tau = (p * d + p_new * d_new) / (2 * M)
        before = np.where(s < 0, square(lower), square(upper))
        lower, upper = electronic_step(lower, upper, (w + w_new) / 2, tau, dt)
        after = np.where(s < 0, square(lower), square(upper))
        w, d, p = w_new, d_new, p_new
        room = p * p / (2 * M) + 2 * s * w
        hop = (rng.random(p.size) * before < before - after) & (room >= 0)
        p = np.where(hop, np.sign(p) * np.sqrt(2 * M * np.abs(room)), p)
        s = np.where(hop, -s, s)
        done = (x > 6) | ((x < -6) & (p < 0))
        if done.any():
            channel = 2 * (x[done] < 0) + (s[done] > 0)
            np.add.at(exits, (g[done], channel), 1)
            np.add.at(population, g[done], square(upper[done]))
            error = p[done]**2 / (2 * M) + s[done] * w[done] - energy[done]
            drift = max(drift, np.max(np.abs(error)))
            keep = ~done
            g, p, dt, x, s, lower, upper, w, slope, d, energy = [
                q[keep] for q in (g, p, dt, x, s, lower, upper, w, slope,
                                  d, energy)]
            if p.size == 0:
                break
    return exits / count, population / count, drift


def landau_zener(k):
    """Single passage, with closed channels and classical reflection gated."""
    k = np.asarray(k, float)
    speed = np.sqrt(2 * np.maximum(k * k / (2 * M) - A, 1e-12) / M)
    diabatic = np.exp(-2 * np.pi * C**2 / (speed * 2 * A * B))
    up = np.where(k > K_UPPER, diabatic, 0.0)
    through = (k > K_BARRIER).astype(float)
    return np.array([through - up, up, 1 - through, 0 * up])


# Nonadiabatic coupling from numerical eigenvectors.
for point in (-0.7, 0.2, 1.1):
    step = 1e-4
    vectors = []
    for position in (point - step, point + step):
        a0, c0 = diabats(position)
        vectors.append(np.linalg.eigh([[a0, c0], [c0, -a0]])[1])
    numerical = abs(vectors[0][:, 0] @ vectors[1][:, 1]) / (2 * step)
    assert abs(numerical - abs(adiabats(point)[2])) < 1e-5

# Population flux that defines the hopping probability.
c_low, c_up, tau0, short = 0.6 + 0j, 0.8 * np.exp(0.4j), 0.003, 1e-3
next_low, _ = electronic_step(c_low, c_up, 0.007, tau0, short)
flux = (abs(next_low)**2 - abs(c_low)**2) / short
assert abs(flux + 2 * tau0 * (np.conj(c_low) * c_up).real) < 1e-7

# Landau-Zener law from an integrated linear sweep; finite-time ripple < 0.01.
coupling = 0.3
sweep = solve_ivp(
    lambda t, y: [-1j * (t / 2 * y[0] + coupling * y[1]),
                  -1j * (coupling * y[0] - t / 2 * y[1])],
    (-60, 60), [1 + 0j, 0j], method="DOP853", rtol=1e-8, atol=1e-10)
sweep_stay = abs(sweep.y[0, -1])**2
assert abs(sweep_stay - np.exp(-2 * np.pi * coupling**2)) < 0.01

# Resonant reflection and the bound levels of the upper adiabatic well.
scan = np.linspace(K_WELL, K_UPPER - 0.01, 237)
reflection = np.array([scatter(k)[2] for k in scan])
best = scan[np.argmax(reflection)]
fit = minimize_scalar(lambda k: -scatter(k)[2], method="bounded",
                      bounds=(best - 0.005, best + 0.005),
                      options={"xatol": 1e-6})
k_res, r_res = fit.x, -fit.fun
assert r_res > 0.99
grid = np.linspace(-12, 12, 1201)
spacing = grid[1] - grid[0]
w_grid, _, d_grid = adiabats(grid)
levels = eigh_tridiagonal(
    1 / (M * spacing**2) + w_grid + d_grid**2 / (2 * M),
    np.full(grid.size - 1, -1 / (2 * M * spacing**2)),
    eigvals_only=True, select="v", select_range=(C, A))
k_levels = np.sqrt(2 * M * (levels + A))
k_level = k_levels[np.argmin(np.abs(k_levels - k_res))]
assert abs(k_level - k_res) < 0.2

# Trajectories, packets and averaged Landau-Zener.
momenta = [4.0, 5.0, 7.0, 8.0, 9.0, 10.0, 12.0, 20.0, 30.0, 60.0]
count = 3000
hopping, populations, drift = surface_hopping(
    momenta + [k_res], [k / 20 for k in momenta] + [0.0], count,
    np.random.default_rng(7))
exact = np.array([packet(k) for k in momenta])
lz = []
for k in momenta:
    sample, weight = momentum_distribution(k)
    lz.append(landau_zener(sample) @ weight)
lz = np.array(lz)

assert drift < 2e-5
assert np.all(np.abs(hopping.sum(axis=1) - 1) < 0.01)
assert np.all(np.abs(exact.sum(axis=1) - 1) < 1e-3)
for k in (4.0, 5.0):
    classical = norm.cdf((k - K_BARRIER) / (k / 20))
    assert abs(hopping[momenta.index(k), 0] - classical) < 0.012
for k in (20.0, 30.0, 60.0):
    i = momenta.index(k)
    assert abs(hopping[i, 1] + hopping[i, 3] - populations[i]) < 0.04
    assert abs(hopping[i, 1] - exact[i, 1]) < 0.05
assert exact[0, 0] > hopping[0, 0] + 0.02
assert hopping[-1, 2] < 0.5

# Packets against the independently solved stationary problem.
packet_error = 0.0
for k in (5.0, 8.0, 10.0, 30.0):
    sample, weight = momentum_distribution(k)
    average = weight @ np.array([scatter(q) for q in sample])
    packet_error = max(packet_error,
                       np.max(np.abs(average - exact[momenta.index(k)])))
assert packet_error < 0.01

# Tunnelling and the high-momentum law at sharp momentum.
tunnel = scatter(4.2)
at_barrier = scatter(K_BARRIER)
assert tunnel[0] > 0.02
high = []
for k in (30.0, 60.0, 120.0):
    speed = np.sqrt(2 * (k * k / (2 * M) - A) / M)
    gaussian = np.pi * C**2 / (speed**2 * np.sqrt(D**2 + (A * B / speed)**2))
    solution = scatter(k)
    assert abs(solution.sum() - 1) < 1e-3
    high.append((k, solution[0], gaussian, float(landau_zener(k)[0])))
assert abs(high[1][2] / high[1][1] - 1) < 0.10
assert abs(high[2][2] / high[2][1] - 1) < 0.05
assert high[1][3] > 1.5 * high[1][1]

print("Atomic units; momentum k in 1/bohr; probabilities have no unit")
print(f"A = {A} hartree, B = {B} 1/bohr, C = {C} hartree")
print(f"D = {D} 1/bohr^2, M = {M:.0f} electron masses")
for label, k in (("lower barrier", K_BARRIER), ("upper well", K_WELL),
                 ("upper channel", K_UPPER)):
    e = k * k / (2 * M)
    print(f"{label}: k = {k:.3f}, E = {e:.4f} hartree = "
          f"{e * HARTREE_EV:.3f} eV")
print(f"trajectories per momentum: {count}")
print(f"largest possible standard error: {0.5 / np.sqrt(count):.4f}")
print(f"largest trajectory energy error: {drift:.1e} hartree")
print(f"largest packet-stationary difference: {packet_error:.4f}")
print("TL, TU: transmitted lower, upper; R: total reflected")
for label, table in (("FSSH", hopping), ("exact packet", exact),
                     ("averaged Landau-Zener", lz)):
    print(f"{label}:   k      TL      TU      R")
    for k, row in zip(momenta, table):
        print(f"{k:6.1f}  {row[0]:.3f}  {row[1]:.3f}  {row[2] + row[3]:.3f}")
print(f"sharp k = 4.2: exact TL = {tunnel[0]:.3f}")
print(f"sharp k at lower barrier: exact TL = {at_barrier[0]:.3f}")
print(f"resonance k = {k_res:.3f}: exact R = {r_res:.4f}")
print(f"FSSH at resonance: R = {hopping[-1, 2]:.3f}")
print(f"nearest upper-well level: k = {k_level:.3f}")
print(f"coupling-width crossover: v = {A * B / D:.4f} a.u., "
      f"M v = {M * A * B / D:.1f}")
print("sharp k: TL exact, Gaussian first order, Landau-Zener")
for row in high:
    print(f"{row[0]:6.1f}  {row[1]:.4f}  {row[2]:.4f}  {row[3]:.4f}")
print("all assertions hold")
```

It prints:

```
Atomic units; momentum k in 1/bohr; probabilities have no unit
A = 0.01 hartree, B = 1.6 1/bohr, C = 0.005 hartree
D = 1.0 1/bohr^2, M = 2000 electron masses
lower barrier: k = 4.472, E = 0.0050 hartree = 0.136 eV
upper well: k = 7.746, E = 0.0150 hartree = 0.408 eV
upper channel: k = 8.944, E = 0.0200 hartree = 0.544 eV
trajectories per momentum: 3000
largest possible standard error: 0.0091
largest trajectory energy error: 4.5e-06 hartree
largest packet-stationary difference: 0.0017
TL, TU: transmitted lower, upper; R: total reflected
FSSH:   k      TL      TU      R
   4.0  0.009  0.000  0.991
   5.0  0.983  0.000  0.017
   7.0  0.999  0.000  0.001
   8.0  0.948  0.001  0.051
   9.0  0.896  0.071  0.031
  10.0  0.836  0.163  0.001
  12.0  0.781  0.219  0.000
  20.0  0.505  0.495  0.000
  30.0  0.285  0.715  0.000
  60.0  0.087  0.913  0.000
exact packet:   k      TL      TU      R
   4.0  0.130  0.000  0.870
   5.0  0.835  0.000  0.165
   7.0  0.998  0.000  0.002
   8.0  0.962  0.002  0.036
   9.0  0.896  0.079  0.025
  10.0  0.845  0.154  0.001
  12.0  0.781  0.219  0.000
  20.0  0.508  0.492  0.000
  30.0  0.286  0.714  0.000
  60.0  0.083  0.917  0.000
averaged Landau-Zener:   k      TL      TU      R
   4.0  0.010  0.000  0.990
   5.0  0.983  0.000  0.017
   7.0  1.000  0.000  0.000
   8.0  0.998  0.002  0.000
   9.0  0.869  0.131  0.000
  10.0  0.723  0.277  0.000
  12.0  0.619  0.381  0.000
  20.0  0.405  0.595  0.000
  30.0  0.285  0.715  0.000
  60.0  0.152  0.848  0.000
sharp k = 4.2: exact TL = 0.225
sharp k at lower barrier: exact TL = 0.484
resonance k = 8.572: exact R = 1.0000
FSSH at resonance: R = 0.071
nearest upper-well level: k = 8.556
coupling-width crossover: v = 0.0160 a.u., M v = 32.0
sharp k: TL exact, Gaussian first order, Landau-Zener
  30.0  0.2845  0.2468  0.2845
  60.0  0.0828  0.0778  0.1517
 120.0  0.0215  0.0211  0.0787
all assertions hold
```
